# Langevin recombination and the mean free path that limits it: a numerical check

```python
"""Langevin recombination and its limit of validity.

Result under test: k_L = 4 pi (mu_n + mu_p) / eps_r in atomic units, which is
q (mu_n + mu_p) / epsilon in SI, holds for diffusive carriers that react fast
at a small contact distance. For an electron of free path ell around a hole
at rest, k / k_L <= (C / 4 pi) (r_c / ell)^2, apart from direct contact hits.

r_c : Coulomb radius 1/(eps_r kT);  v_T = sqrt(kT/m);  tau : collision time
ell = v_T tau;  mean free path = sqrt(8/pi) ell;  D = v_T^2 tau
Each collision redraws the velocity from the Maxwell distribution.
Reduced units in the kinetic part: r_c = 1, v_T = 1, kT = 1, m = 1.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import erfcx, gammainc

MEAN_SPEED = np.sqrt(8 / np.pi)
STEP = 0.15
DEEP = 8.0   # binding energy in kT at which a pair counts as recombined


# ---------- two moving carriers: only the sum of diffusivities enters -------
def check_relative_motion():
    e = sp.symbols("e0:3", real=True)
    p = sp.symbols("p0:3", real=True)
    rad = sp.symbols("rad", positive=True)
    dist = sp.sqrt(sum((a - b)**2 for a, b in zip(e, p)))
    g, pot = sp.exp(-dist), -1 / dist
    d_e, d_p = sp.Rational(7, 5), sp.Rational(3, 10)
    full = 0
    for diff, coords in ((d_e, e), (d_p, p)):
        for c in coords:
            full += diff * sp.diff(sp.diff(g, c) + g * sp.diff(pot, c), c)
    gr = sp.exp(-rad)
    radial = sp.diff(rad**2 * (sp.diff(gr, rad) + gr / rad**2), rad) / rad**2
    point = dict(zip(e + p, (0.3, -0.8, 1.1, -0.5, 0.4, 0.2)))
    left = float(full.subs(point).evalf())
    right = float(((d_e + d_p) * radial).subs(rad, dist.subs(point)).evalf())
    assert abs(left - right) < 1e-10 * max(1, abs(right))


# ---------- diffusion to a partly reactive contact --------------------------
def contact_rate(d, a, kappa):
    k_l = 4 * np.pi * d
    back = np.exp(-1 / a)
    return k_l / (1 - back + k_l / kappa * back)


def contact_rate_numeric(d, a, kappa):
    # unit flux, integrated outward; the density far away normalizes the rate
    def slope(r, g):
        return 1 / (4 * np.pi * d * r**2) - g / r**2
    sol = solve_ivp(slope, (a, 1e5), [1 / kappa], method="LSODA",
                    rtol=1e-9, atol=1e-12)
    assert sol.success
    return 1 / sol.y[0, -1]


# ---------- one-way equilibrium flux into energies below -depth -------------
def flux_constant(depth):
    def integrand(s):
        x = max(1 / s - depth, 0.0)
        above = np.exp(depth) * (erfcx(np.sqrt(x)) + 2 * np.sqrt(x / np.pi))
        return s**2 * above * gammainc(1.5, x)
    return 4 * np.pi * quad(integrand, 0, 1 / depth, epsabs=1e-10)[0]


def flux_constant_numeric(depth):
    nodes, weights = np.polynomial.legendre.leggauss(60)
    total = 0.0
    norm = 4 * np.pi / (2 * np.pi)**1.5
    for node, weight in zip(nodes, weights):
        s = 0.5 * (node + 1) / depth
        edge = np.sqrt(2 * (1 / s - depth))
        above = quad(lambda v: norm * v**2 * np.exp(1 / s - v**2 / 2),
                     edge, np.sqrt(edge**2 + 80))[0]
        below = quad(lambda v: norm * v**2 * np.exp(-v**2 / 2),
                     0, min(edge, 12.0))[0]
        total += 0.5 * weight / depth * 4 * np.pi * s**2 * above * below
    return total


def direct_hits(a, depth):
    return np.pi * a**2 * MEAN_SPEED * np.exp(depth) * (1 + 1 / a - depth)


# ---------- trajectories in the Coulomb field with collisions ---------------
def orbit_step(pos, vel, energy, h):
    """Time-transformed leapfrog; it stays on the exact Kepler orbit."""
    t1 = 0.5 * h / (0.5 * np.sum(vel**2, axis=0) - energy)
    pos = pos + vel * t1
    vel = vel - pos * (h / np.sum(pos**2, axis=0))
    t2 = 0.5 * h / (0.5 * np.sum(vel**2, axis=0) - energy)
    return pos + vel * t2, vel, t1 + t2


def simulate(ell, count, outer, rng, contact=0.0):
    """Rate from an equilibrium reservoir at r = outer, and capture count."""
    pos = np.zeros((3, count))
    pos[2] = outer
    vel = rng.standard_normal((3, count))
    vel[2] = -np.sqrt(2 * rng.exponential(size=count))
    energy = 0.5 * np.sum(vel**2, axis=0) - 1 / outer
    r = np.full(count, float(outer))
    captured = 0
    while r.size:
        before = np.sum(pos * vel, axis=0)
        h = np.minimum(STEP, 0.3 * ell / r)
        pos, vel, dt = orbit_step(pos, vel, energy, h)
        r = np.sqrt(np.sum(pos**2, axis=0))
        done = np.zeros(r.size, dtype=bool)
        if contact > 0:
            after = np.sum(pos * vel, axis=0)
            ang2 = np.maximum(r**2 * np.sum(vel**2, axis=0) - after**2, 0)
            root = np.sqrt(np.maximum(1 + 2 * energy * ang2, 0))
            nearest = ang2 / (1 + root)
            done = (r < contact) | ((before < 0) & (after > 0)
                                    & (nearest < contact))
        hit = np.flatnonzero(rng.random(r.size) < -np.expm1(-dt / ell))
        if hit.size:
            new = rng.standard_normal((3, hit.size))
            vel[:, hit] = new
            energy[hit] = 0.5 * np.sum(new**2, axis=0) - 1 / r[hit]
        outside = r > outer
        done = (done | (energy < -DEEP)) & ~outside
        captured += int(done.sum())
        keep = ~(done | outside)
        pos, vel, energy, r = pos[:, keep], vel[:, keep], energy[keep], r[keep]
    entry = np.pi * outer**2 * MEAN_SPEED * np.exp(1 / outer)
    return entry * captured / count, captured, entry


def check_orbit():
    pos = np.array([[0.8], [0.0], [0.0]])
    vel = np.array([[0.0], [np.sqrt(0.5)], [0.0]])
    energy = np.array([-1.0])
    ang0 = np.cross(pos[:, 0], vel[:, 0])[2]
    time, passages, old = 0.0, 0, -1.0
    for _ in range(3000):
        pos, vel, dt = orbit_step(pos, vel, energy, STEP)
        time += dt[0]
        now = float(np.sum(pos * vel))
        passages += int(old < 0 < now)
        old = now
    e_end = 0.5 * np.sum(vel**2) - 1 / np.sqrt(np.sum(pos**2))
    assert abs(e_end + 1) < 1e-8
    assert abs(np.cross(pos[:, 0], vel[:, 0])[2] - ang0) < 1e-8
    period = 2 * np.pi * 0.5**1.5
    # one orbit in about a hundred is uncertain in the count of passages
    assert abs(time / passages / period - 1) < 0.03


check_relative_motion()
for a_test, kappa_test in ((0.5, 3.0), (0.2, 0.05), (0.1, 1e3)):
    ref = contact_rate_numeric(0.7, a_test, kappa_test)
    assert abs(contact_rate(0.7, a_test, kappa_test) / ref - 1) < 1e-4
for depth_test in (1.0, 2.0, 3.0):
    ref = flux_constant_numeric(depth_test)
    assert abs(flux_constant(depth_test) / ref - 1) < 1e-4
check_orbit()
rng = np.random.default_rng(12345)
hits_sim, hits_n, _ = simulate(1000.0, 40000, 4.0, rng, contact=0.5)
hits_formula = direct_hits(0.5, 1 / 4.0)
# about two percent sampling error, one percent from orbits turning near r = 4
assert abs(hits_sim / hits_formula - 1) < 0.10

best = minimize_scalar(flux_constant, bounds=(0.5, 5), method="bounded")
depth, c_min = best.x, best.fun
ell_limit = np.sqrt(c_min / (4 * np.pi))

# ---------- worked example: model medium, hole at rest ----------------------
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
t_au = const.physical_constants["atomic unit of time"][0] * 1e15
eps_r, kt_ev, mass, contact_ang = 4.0, 0.025, 4.0, 3.0
mobilities = (200.0, 20000.0)                  # angstrom^2/(V fs)
kt = kt_ev / hartree
r_c = 1 / (eps_r * kt)
v_t = np.sqrt(kt / mass)
mu_unit = bohr**2 / (hartree * t_au)
cases = []
for mu in mobilities:
    mu_au = mu / mu_unit
    tau = mu_au * mass
    k_l = 4 * np.pi * mu_au / eps_r * bohr**3 / t_au
    k_si = const.e * (mu * 1e-5) / (const.epsilon_0 * eps_r)   # m^3/s
    assert abs(k_l * 1e-15 / (k_si * 1e6) * 1e6 - 1) < 1e-6
    cases.append((mu, tau, v_t * tau, k_l))
ell_a, ell_b = (case[2] / r_c for case in cases)

# ---------- crossover from trajectories -------------------------------------
runs = ((0.05, 30000, 2.0), (ell_a, 40000, 2.0), (0.3, 40000, 4.0),
        (1.0, 60000, 4.0), (3.0, 120000, 4.0), (ell_b, 250000, 4.0))
table = []
for ell, count, outer in runs:
    raw, n_cap, entry = simulate(ell, count, outer, rng)
    assert n_cap > 30
    error = raw / np.sqrt(n_cap)
    assert raw - 3 * error < c_min / ell       # upper bound on the rate
    if ell >= 1:
        assert raw > 0.1 * c_min / ell         # bound has the right size
    resist = 1 / raw - 0.5 / entry + (1 - np.exp(-1 / outer)) / (4*np.pi*ell)
    ratio = 1 / (resist * 4 * np.pi * ell)
    table.append((ell, ratio, ratio / np.sqrt(n_cap), c_min/(4*np.pi*ell**2)))
ratios = [row[1] for row in table]
assert abs(ratios[0] - 1) < 0.12               # about four sampling errors
assert ratios[1] > 0.7
assert all(x > y for x, y in zip(ratios[1:], ratios[2:]))
assert ratios[-1] < 0.01

a_red = contact_ang / (r_c * bohr)
print(f"relative permittivity: {eps_r:.1f}")
print(f"kT: {kt_ev:.3f} eV")
print(f"electron mass: {mass:.1f} electron masses")
print(f"contact distance: {contact_ang:.1f} angstrom")
print(f"Coulomb radius r_c: {r_c*bohr:.1f} angstrom")
print(f"thermal speed v_T: {v_t*bohr/t_au:.4f} angstrom/fs")
print(f"r_c / reduced thermal wavelength: {r_c*mass*v_t:.1f}")
print(f"back-escape factor exp(-r_c/a): {np.exp(-1/a_red):.2e}")
print(f"best dividing depth w: {depth:.3f} kT")
print(f"smallest flux constant C: {c_min:.3f}")
print(f"C/(4 pi): {c_min/(4*np.pi):.4f}")
print(f"largest ell/r_c allowing Langevin: {ell_limit:.3f}")
print(f"largest mean free path/r_c allowing it: {ell_limit*MEAN_SPEED:.3f}")
cap = c_min / (4 * np.pi) * MEAN_SPEED**2
print(f"largest k/k_L at mean free path = r_c: {cap:.3f}")
print(f"direct hits, a=0.5 r_c, simulated: {hits_sim:.3f} r_c^2 v_T")
print(f"direct hits, a=0.5 r_c, formula: {hits_formula:.3f} r_c^2 v_T")
print("ell/r_c, path/r_c, k/k_L simulated, sampling error, upper bound:")
for ell, ratio, err, bound in table:
    print(f"  {ell:.3f}  {ell*MEAN_SPEED:.3f}  {ratio:.5f}  {err:.5f}"
          f"  {bound:.5f}")
for name, case, row in zip("AB", cases, (table[1], table[-1])):
    mu, tau, ell_au, k_l = case
    hit_part = direct_hits(a_red, depth) / (4 * np.pi * row[0])
    print(f"{name} mobility: {mu:.0f} angstrom^2/(V fs)")
    print(f"{name} collision time: {tau*t_au:.1f} fs")
    print(f"{name} tau kT/hbar: {tau*kt:.2f}")
    print(f"{name} ell: {ell_au*bohr:.1f} angstrom")
    print(f"{name} mean free path: {ell_au*bohr*MEAN_SPEED:.1f} angstrom")
    print(f"{name} Langevin k_L: {k_l:.4g} angstrom^3/fs"
          f" = {k_l*1e-9:.3g} cm^3/s")
    print(f"{name} simulated k: {k_l*row[1]:.3g} angstrom^3/fs"
          f" = {k_l*row[1]*1e-9:.2g} cm^3/s")
    print(f"{name} bound on k/k_L, collisions: {row[3]:.5f}")
    print(f"{name} bound on k/k_L, direct hits: {hit_part:.5f}")
print("done: every assertion held")
```

Printed output:

```
relative permittivity: 4.0
kT: 0.025 eV
electron mass: 4.0 electron masses
contact distance: 3.0 angstrom
Coulomb radius r_c: 144.0 angstrom
thermal speed v_T: 0.3316 angstrom/fs
r_c / reduced thermal wavelength: 16.5
back-escape factor exp(-r_c/a): 1.43e-21
best dividing depth w: 2.059 kT
smallest flux constant C: 2.245
C/(4 pi): 0.1787
largest ell/r_c allowing Langevin: 0.423
largest mean free path/r_c allowing it: 0.675
largest k/k_L at mean free path = r_c: 0.455
direct hits, a=0.5 r_c, simulated: 4.264 r_c^2 v_T
direct hits, a=0.5 r_c, formula: 4.426 r_c^2 v_T
ell/r_c, path/r_c, k/k_L simulated, sampling error, upper bound:
  0.050  0.080  1.02330  0.03301  71.47222
  0.105  0.167  0.90556  0.01940  16.29080
  0.300  0.479  0.44658  0.01665  1.98534
  1.000  1.596  0.07250  0.00313  0.17868
  3.000  4.787  0.00944  0.00046  0.01985
  10.473  16.712  0.00077  0.00005  0.00163
A mobility: 200 angstrom^2/(V fs)
A collision time: 45.5 fs
A tau kT/hbar: 1.73
A ell: 15.1 angstrom
A mean free path: 24.1 angstrom
A Langevin k_L: 9048 angstrom^3/fs = 9.05e-06 cm^3/s
A simulated k: 8.19e+03 angstrom^3/fs = 8.2e-06 cm^3/s
A bound on k/k_L, collisions: 16.29080
A bound on k/k_L, direct hits: 0.60821
B mobility: 20000 angstrom^2/(V fs)
B collision time: 4548.5 fs
B tau kT/hbar: 172.76
B ell: 1508.1 angstrom
B mean free path: 2406.5 angstrom
B Langevin k_L: 9.048e+05 angstrom^3/fs = 0.000905 cm^3/s
B simulated k: 694 angstrom^3/fs = 6.9e-07 cm^3/s
B bound on k/k_L, collisions: 0.00163
B bound on k/k_L, direct hits: 0.00608
done: every assertion held
```
